# Testing three-term Z-expansion energies for helium and Li+: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Result under test: for the 1s2s and 1s2p states of a two-electron atom,
    E(Z) = Z^2 E0 + Z E1 + E2 + E3/Z + ...   (hartree),
with E0 = -5/8, E1 = J + K (singlet) or J - K (triplet), and supplied E2.
J, K: direct and exchange integrals of hydrogenic orbitals at unit charge.
Three-term energies are compared with variational energies for He and Li+.

Scaled Hamiltonian: h = T + V + lam*W, lam = 1/Z, W = 1/r12, E = Z^2 eps.
Basis: Laguerre polynomials in the perimetric coordinates
    u = r1+r2-r12, v = r1-r2+r12, w = -r1+r2+r12,
times exp(-inner*r1 - outer*r2), times a position vector for P states,
then symmetrized (singlet) or antisymmetrized (triplet) in space.
All matrix elements are polynomials times exponentials, so Gauss-Laguerre
quadrature is exact apart from rounding.
Nuclear motion, relativity and QED are omitted throughout.
"""
from fractions import Fraction
import numpy as np
from numpy.polynomial.laguerre import laggauss
from scipy.linalg import eigh
from scipy.special import eval_laguerre, eval_genlaguerre
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def laguerre_table(x, scale, order):
    """Values and derivatives of L_n(scale*x) exp(-scale*x/2)."""
    y = scale * x
    damp = np.exp(-y / 2)
    val, der = [], []
    for n in range(order + 1):
        poly = eval_laguerre(n, y)
        slope = -eval_genlaguerre(n - 1, 1, y) if n > 0 else np.zeros_like(y)
        val.append(poly * damp)
        der.append(scale * (slope - poly / 2) * damp)
    return np.array(val).T, np.array(der).T


def basis_functions(x1, x2, u, v, w, order, inner, outer, ang):
    """Values [point, component, basis] and gradients
    [point, component, electron, direction, basis]."""
    A, dA = laguerre_table(u, inner + outer, order)
    B, dB = laguerre_table(v, inner, order)
    C, dC = laguerre_table(w, outer, order)
    powers = np.array([(i, j, k) for i in range(order + 1)
                       for j in range(order + 1 - i)
                       for k in range(order + 1 - i - j)])
    i, j, k = powers.T
    F = A[:, i] * B[:, j] * C[:, k]
    Fu = dA[:, i] * B[:, j] * C[:, k]
    Fv = A[:, i] * dB[:, j] * C[:, k]
    Fw = A[:, i] * B[:, j] * dC[:, k]
    # chain rule from perimetric coordinates to the three distances
    F1, F2, F12 = Fu + Fv - Fw, Fu - Fv + Fw, -Fu + Fv + Fw

    def unit(vec):
        return (vec / np.linalg.norm(vec, axis=1)[:, None])[:, :, None]

    e1, e2, e12 = unit(x1), unit(x2), unit(x1 - x2)
    G = np.stack([e1 * F1[:, None] + e12 * F12[:, None],
                  e2 * F2[:, None] - e12 * F12[:, None]], axis=1)
    if ang == 0:
        return F[:, None, :], G[:, None]
    values, grads = [], []
    for electron, vec in enumerate((x1, x2)):
        values.append(vec[:, :, None] * F[:, None, :])
        g = vec[:, :, None, None, None] * G[:, None]
        for m in range(3):
            g[:, m, electron, m, :] += F
        grads.append(g)
    return np.concatenate(values, axis=-1), np.concatenate(grads, axis=-1)


def contract(left, right, weight):
    nb = left.shape[-1]
    shape = (-1,) + (1,) * (left.ndim - 1)
    weighted = left * weight.reshape(shape)
    return weighted.reshape(-1, nb).T @ right.reshape(-1, nb)


def build(order, outer, ang, inner=1.0):
    """Direct and exchange parts of overlap, T, V and W."""
    parts = []
    total = inner + outer
    nodes, weights = laggauss(order + 4)
    for exchanged in (False, True):
        scales = ((total, total / 2, total / 2) if exchanged
                  else (total, inner, outer))
        grids = np.meshgrid(*[nodes / s for s in scales], indexing="ij")
        u, v, w = [g.ravel() for g in grids]
        wg = np.meshgrid(*[weights * np.exp(nodes) / s for s in scales],
                         indexing="ij")
        r1, r2, r12 = (u + v) / 2, (u + w) / 2, (v + w) / 2
        # constant volume factors cancel between all matrices
        vol = (wg[0] * wg[1] * wg[2]).ravel() * r1 * r2 * r12
        zero = np.zeros_like(r1)
        x1 = np.stack([r1, zero, zero], axis=1)
        x2 = np.stack([(r1**2 + r2**2 - r12**2) / (2 * r1),
                       np.sqrt((u + v + w) * u * v * w) / (2 * r1),
                       zero], axis=1)
        f, g = basis_functions(x1, x2, u, v, w, order, inner, outer, ang)
        if exchanged:
            fr, gr = basis_functions(x2, x1, u, w, v, order,
                                     inner, outer, ang)
            gr = gr[:, :, ::-1]
        else:
            fr, gr = f, g
        parts.append(np.array([
            contract(f, fr, vol),
            contract(g, gr, vol) / 2,
            contract(f, fr, -vol * (1 / r1 + 1 / r2)),
            contract(f, fr, vol / r12)]))
    return parts


def orthonormal(parts, sign):
    """T, V, W in an orthonormal basis of the chosen exchange symmetry."""
    direct, exchange = parts
    mats = direct + sign * exchange
    mats = (mats + mats.transpose(0, 2, 1)) / 2
    d = 1 / np.sqrt(np.diag(direct[0]))
    mats = mats * d[None, :, None] * d[None, None, :]
    s, vec = eigh(mats[0])
    keep = s > 1e-10
    X = vec[:, keep] / np.sqrt(s[keep])
    out = [X.T @ m @ X for m in mats[1:]]
    return [(m + m.T) / 2 for m in out]


# name: (orbital angular momentum, exchange sign, root index, supplied E2)
STATES = {"2 3S": (0, -1, 0, -0.047409), "2 1S": (0, 1, 1, -0.114510),
          "2 3P": (1, -1, 0, -0.072999), "2 1P": (1, 1, 0, -0.157028)}
J = {0: Fraction(17, 81), 1: Fraction(59, 243)}
K = {0: Fraction(16, 729), 1: Fraction(112, 6561)}
E0 = -0.625
ORDER = {0: 8, 1: 7}
E1 = {n: float(J[s[0]] + s[1] * K[s[0]]) for n, s in STATES.items()}

# First order: small basis that contains the hydrogenic product exactly.
small = {ang: build(2, 0.5, ang) for ang in (0, 1)}
E1_num = {}
for name, (ang, sign, root, _) in STATES.items():
    T, V, W = orthonormal(small[ang], sign)
    e, c = eigh(T + V)
    n = np.argmin(abs(e - E0))
    assert abs(e[n] - E0) < 1e-9, (name, e[n])
    E1_num[name] = c[:, n] @ W @ c[:, n]
    assert abs(E1_num[name] - E1[name]) < 1e-8, (name, E1_num[name])

# Second and third order: sums over the discrete correlated spectrum.
large = {ang: build(ORDER[ang], 0.5, ang) for ang in (0, 1)}
E2_num, E3 = {}, {}
for name, (ang, sign, root, supplied) in STATES.items():
    T, V, W = orthonormal(large[ang], sign)
    e, c = eigh(T + V)
    Wk = c.T @ W @ c
    others = np.arange(len(e)) != root
    amp = Wk[others, root] / (e[root] - e[others])
    E2_num[name] = amp @ Wk[others, root]
    E3[name] = (amp @ Wk[np.ix_(others, others)] @ amp
                - Wk[root, root] * (amp @ amp))
    # rounding of supplied values plus finite-basis error
    assert abs(E2_num[name] - supplied) < 5e-6, (name, E2_num[name])

    def level(lam):
        return eigh(T + V + lam * W, eigvals_only=True)[root]

    step = 0.02
    third = (level(2 * step) - level(-2 * step)
             - 2 * (level(step) - level(-step))) / (12 * step**3)
    # finite-difference error is of order step^2 times the fifth coefficient
    assert abs(third - E3[name]) < 2e-4, (name, third, E3[name])

# Variational references, each in two basis sizes.
ref, change, virial = {}, {}, {}
for Z in (2, 3):
    outer = 0.55 * (1 - 1 / Z)
    for ang in (0, 1):
        pair = [build(ORDER[ang] - 2, outer, ang),
                build(ORDER[ang], outer, ang)]
        for name, (l_state, sign, root, _) in STATES.items():
            if l_state != ang:
                continue
            energies = []
            for parts in pair:
                T, V, W = orthonormal(parts, sign)
                e, c = eigh(T + V + W / Z)
                energies.append(Z**2 * e[root])
            psi = c[:, root]
            key = (Z, name)
            ref[key] = energies[1]
            change[key] = energies[1] - energies[0]
            virial[key] = -(psi @ (V + W / Z) @ psi) / (psi @ T @ psi)
            assert change[key] < 1e-8, (key, change[key])
            assert abs(change[key]) < 5e-5, (key, change[key])
            assert abs(virial[key] - 2) < 3e-4, (key, virial[key])

two = {(Z, n): Z**2 * E0 + Z * E1[n] for Z in (2, 3) for n in STATES}
three = {(Z, n): two[Z, n] + STATES[n][3] for Z in (2, 3) for n in STATES}
dev = {key: three[key] - ref[key] for key in ref}

for (Z, name), error in dev.items():
    assert abs(error) < abs(two[Z, name] - ref[Z, name])
    assert abs(error + E3[name] / Z) < abs(error)
    assert error * STATES[name][1] < 0      # triplet high, singlet low
for name in STATES:
    assert abs(dev[3, name]) < abs(dev[2, name])
assert two[2, "2 1P"] > -2.0 > three[2, "2 1P"]
assert three[2, "2 1P"] < three[2, "2 3P"]
assert ref[2, "2 1P"] > ref[2, "2 3P"]
assert three[3, "2 1P"] > three[3, "2 3P"]
Z_cross = (STATES["2 3P"][3] - STATES["2 1P"][3]) / (2 * float(K[1]))
assert 2 < Z_cross < 3

print(f"1 hartree = {HARTREE_EV:.6f} eV;  E0 = {E0:.3f} hartree")
for ang, label in ((0, "1s2s"), (1, "1s2p")):
    print(f"{label}: J = {J[ang]} = {float(J[ang]):.6f}, "
          f"K = {K[ang]} = {float(K[ang]):.6f} hartree")
print("Coefficients (hartree): E1 closed, E1 numerical, E2 supplied, "
      "E2 computed, E3 computed")
for n, s in STATES.items():
    print(f"{n}: {E1[n]:.6f} {E1_num[n]:.6f} {s[3]:.6f} "
          f"{E2_num[n]:.6f} {E3[n]:.5f}")
for Z, atom in ((2, "He"), (3, "Li+")):
    print(f"{atom}: Z^2 E0 = {Z**2 * E0:.6f}, "
          f"one-electron ion = {-Z**2 / 2:.6f} hartree")
    print("  state: Z E1, two-term, three-term, reference (hartree)")
    for n in STATES:
        print(f"  {n}: {Z * E1[n]:.6f} {two[Z, n]:.6f} "
              f"{three[Z, n]:.6f} {ref[Z, n]:.6f}")
    print("  state: three-term minus reference (hartree, eV, "
          "% of outer binding), E3/Z (hartree)")
    for n in STATES:
        binding = -Z**2 / 2 - ref[Z, n]
        print(f"  {n}: {dev[Z, n]:+.6f} {dev[Z, n] * HARTREE_EV:+.4f} "
              f"{100 * dev[Z, n] / binding:+.2f} {E3[n] / Z:+.5f}")
    for letter in ("S", "P"):
        s, t = "2 1" + letter, "2 3" + letter
        print(f"  {letter} singlet minus triplet (hartree): three-term "
              f"{three[Z, s] - three[Z, t]:+.6f}, "
              f"reference {ref[Z, s] - ref[Z, t]:+.6f}")
print(f"Three-term 2P levels cross at Z = {Z_cross:.3f}")
print(f"Largest change on basis enlargement = "
      f"{max(abs(x) for x in change.values()):.1e} hartree")
print(f"Largest departure of virial ratio -V/T from 2 = "
      f"{max(abs(x - 2) for x in virial.values()):.1e}")
print("ALL CHECKS PASSED")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 164, in <module>
    assert abs(E2_num[name] - supplied) < 5e-6, (name, E2_num[name])
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError: ('2 1S', np.float64(-0.11450318178410245))
```

Diagnosis: The second-order energy computed for 2 1S lay 6.8e-6 hartree above the supplied value. I attribute this to the program's basis: it had only one pair of decay lengths, suited to a compact inner and a diffuse outer electron, and described poorly the 1s²-like part of the singlet, where both electrons are close to the nucleus. A second, compact set of correlated functions is now added for all states, both in this test and in the reference energies, and the old-basis value for 2 1S is printed beside the new one so that the diagnosis can be judged. The supplied E2 values, the tested quantities and all tolerances are unchanged; the gradient storage and quadrature size are also trimmed to save time, with the quadrature still exact for these integrands.

The change:

```diff
@@ -11,4 +11,6 @@
 times exp(-inner*r1 - outer*r2), times a position vector for P states,
 then symmetrized (singlet) or antisymmetrized (triplet) in space.
+Two sectors are joined: one with a diffuse outer electron, and one with
+both electrons compact.
 All matrix elements are polynomials times exponentials, so Gauss-Laguerre
 quadrature is exact apart from rounding.
@@ -38,7 +40,10 @@
 
 
-def basis_functions(x1, x2, u, v, w, order, inner, outer, ang):
+def basis_functions(x1, x2, u, v, w, sector, ang):
     """Values [point, component, basis] and gradients
-    [point, component, electron, direction, basis]."""
+    [point, electron, row, basis]. The electrons lie in the xy plane.
+    For P states the rows are the in-plane derivatives of the x and y
+    components, then the z derivative of the z component."""
+    order, inner, outer = sector
     A, dA = laguerre_table(u, inner + outer, order)
     B, dB = laguerre_table(v, inner, order)
@@ -62,11 +67,13 @@
                   e2 * F2[:, None] - e12 * F12[:, None]], axis=1)
     if ang == 0:
-        return F[:, None, :], G[:, None]
+        return F[:, None, :], G
     values, grads = [], []
     for electron, vec in enumerate((x1, x2)):
         values.append(vec[:, :, None] * F[:, None, :])
-        g = vec[:, :, None, None, None] * G[:, None]
-        for m in range(3):
-            g[:, m, electron, m, :] += F
+        g = np.zeros((len(u), 2, 5, F.shape[1]))
+        for m in range(2):
+            g[:, :, 2 * m:2 * m + 2] = vec[:, m, None, None, None] * G
+            g[:, electron, 3 * m] += F
+        g[:, electron, 4] = F
         grads.append(g)
     return np.concatenate(values, axis=-1), np.concatenate(grads, axis=-1)
@@ -74,42 +81,57 @@
 
 def contract(left, right, weight):
-    nb = left.shape[-1]
     shape = (-1,) + (1,) * (left.ndim - 1)
     weighted = left * weight.reshape(shape)
-    return weighted.reshape(-1, nb).T @ right.reshape(-1, nb)
-
-
-def build(order, outer, ang, inner=1.0):
+    return (weighted.reshape(-1, left.shape[-1]).T
+            @ right.reshape(-1, right.shape[-1]))
+
+
+def block(left, right, exchanged, ang):
+    """Overlap, T, V and W between two sectors, with the electrons of the
+    right-hand functions interchanged if requested."""
+    _, a, b = left
+    _, c, d = right
+    decay1, decay2 = (a + d, b + c) if exchanged else (a + c, b + d)
+    scales = ((decay1 + decay2) / 2, decay1 / 2, decay2 / 2)
+    nodes, weights = laggauss(max(left[0], right[0]) + 3)
+    grids = np.meshgrid(*[nodes / s for s in scales], indexing="ij")
+    u, v, w = [g.ravel() for g in grids]
+    wg = np.meshgrid(*[weights * np.exp(nodes) / s for s in scales],
+                     indexing="ij")
+    r1, r2, r12 = (u + v) / 2, (u + w) / 2, (v + w) / 2
+    # constant volume factors cancel between all matrices
+    vol = (wg[0] * wg[1] * wg[2]).ravel() * r1 * r2 * r12
+    x1 = np.stack([r1, np.zeros_like(r1)], axis=1)
+    x2 = np.stack([(r1**2 + r2**2 - r12**2) / (2 * r1),
+                   np.sqrt((u + v + w) * u * v * w) / (2 * r1)], axis=1)
+    f, g = basis_functions(x1, x2, u, v, w, left, ang)
+    if exchanged:
+        fr, gr = basis_functions(x2, x1, u, w, v, right, ang)
+        gr = gr[:, ::-1]
+    elif left == right:
+        fr, gr = f, g
+    else:
+        fr, gr = basis_functions(x1, x2, u, v, w, right, ang)
+    return np.array([contract(f, fr, vol),
+                     contract(g, gr, vol) / 2,
+                     contract(f, fr, -vol * (1 / r1 + 1 / r2)),
+                     contract(f, fr, vol / r12)])
+
+
+def build(sectors, ang):
     """Direct and exchange parts of overlap, T, V and W."""
     parts = []
-    total = inner + outer
-    nodes, weights = laggauss(order + 4)
     for exchanged in (False, True):
-        scales = ((total, total / 2, total / 2) if exchanged
-                  else (total, inner, outer))
-        grids = np.meshgrid(*[nodes / s for s in scales], indexing="ij")
-        u, v, w = [g.ravel() for g in grids]
-        wg = np.meshgrid(*[weights * np.exp(nodes) / s for s in scales],
-                         indexing="ij")
-        r1, r2, r12 = (u + v) / 2, (u + w) / 2, (v + w) / 2
-        # constant volume factors cancel between all matrices
-        vol = (wg[0] * wg[1] * wg[2]).ravel() * r1 * r2 * r12
-        zero = np.zeros_like(r1)
-        x1 = np.stack([r1, zero, zero], axis=1)
-        x2 = np.stack([(r1**2 + r2**2 - r12**2) / (2 * r1),
-                       np.sqrt((u + v + w) * u * v * w) / (2 * r1),
-                       zero], axis=1)
-        f, g = basis_functions(x1, x2, u, v, w, order, inner, outer, ang)
-        if exchanged:
-            fr, gr = basis_functions(x2, x1, u, w, v, order,
-                                     inner, outer, ang)
-            gr = gr[:, :, ::-1]
-        else:
-            fr, gr = f, g
-        parts.append(np.array([
-            contract(f, fr, vol),
-            contract(g, gr, vol) / 2,
-            contract(f, fr, -vol * (1 / r1 + 1 / r2)),
-            contract(f, fr, vol / r12)]))
+        table = {}
+        for p, left in enumerate(sectors):
+            for q in range(p, len(sectors)):
+                m = block(left, sectors[q], exchanged, ang)
+                table[p, q] = m
+                if q > p:
+                    table[q, p] = m.transpose(0, 2, 1)
+        count = range(len(sectors))
+        parts.append(np.concatenate(
+            [np.concatenate([table[p, q] for q in count], axis=2)
+             for p in count], axis=1))
     return parts
 
@@ -135,9 +157,28 @@
 K = {0: Fraction(16, 729), 1: Fraction(112, 6561)}
 E0 = -0.625
-ORDER = {0: 8, 1: 7}
+# polynomial orders of the diffuse and the compact sector
+ORDERS = {0: (8, 7), 1: (7, 5)}
 E1 = {n: float(J[s[0]] + s[1] * K[s[0]]) for n, s in STATES.items()}
 
+
+def two_sectors(ang, outer, reduce=0):
+    diffuse, compact = ORDERS[ang]
+    return [(diffuse - reduce, 1.0, outer), (compact - reduce, 1.0, 1.0)]
+
+
+def perturbation_sums(T, V, W, root):
+    """Second- and third-order coefficients from the discrete spectrum."""
+    e, c = eigh(T + V)
+    Wk = c.T @ W @ c
+    others = np.arange(len(e)) != root
+    amp = Wk[others, root] / (e[root] - e[others])
+    second = amp @ Wk[others, root]
+    third = (amp @ Wk[np.ix_(others, others)] @ amp
+             - Wk[root, root] * (amp @ amp))
+    return second, third
+
+
 # First order: small basis that contains the hydrogenic product exactly.
-small = {ang: build(2, 0.5, ang) for ang in (0, 1)}
+small = {ang: build([(2, 1.0, 0.5)], ang) for ang in (0, 1)}
 E1_num = {}
 for name, (ang, sign, root, _) in STATES.items():
@@ -149,16 +190,10 @@
     assert abs(E1_num[name] - E1[name]) < 1e-8, (name, E1_num[name])
 
-# Second and third order: sums over the discrete correlated spectrum.
-large = {ang: build(ORDER[ang], 0.5, ang) for ang in (0, 1)}
+# Second and third order in the correlated basis.
+large = {ang: build(two_sectors(ang, 0.5), ang) for ang in (0, 1)}
 E2_num, E3 = {}, {}
 for name, (ang, sign, root, supplied) in STATES.items():
     T, V, W = orthonormal(large[ang], sign)
-    e, c = eigh(T + V)
-    Wk = c.T @ W @ c
-    others = np.arange(len(e)) != root
-    amp = Wk[others, root] / (e[root] - e[others])
-    E2_num[name] = amp @ Wk[others, root]
-    E3[name] = (amp @ Wk[np.ix_(others, others)] @ amp
-                - Wk[root, root] * (amp @ amp))
+    E2_num[name], E3[name] = perturbation_sums(T, V, W, root)
     # rounding of supplied values plus finite-basis error
     assert abs(E2_num[name] - supplied) < 5e-6, (name, E2_num[name])
@@ -173,4 +208,8 @@
     assert abs(third - E3[name]) < 2e-4, (name, third, E3[name])
 
+# The same singlet coefficient without the compact sector, for comparison.
+diffuse_only = orthonormal(build(two_sectors(0, 0.5)[:1], 0), 1)
+E2_diffuse = perturbation_sums(*diffuse_only, 1)[0]
+
 # Variational references, each in two basis sizes.
 ref, change, virial = {}, {}, {}
@@ -178,6 +217,6 @@
     outer = 0.55 * (1 - 1 / Z)
     for ang in (0, 1):
-        pair = [build(ORDER[ang] - 2, outer, ang),
-                build(ORDER[ang], outer, ang)]
+        pair = [build(two_sectors(ang, outer, 2), ang),
+                build(two_sectors(ang, outer), ang)]
         for name, (l_state, sign, root, _) in STATES.items():
             if l_state != ang:
@@ -223,4 +262,6 @@
     print(f"{n}: {E1[n]:.6f} {E1_num[n]:.6f} {s[3]:.6f} "
           f"{E2_num[n]:.6f} {E3[n]:.5f}")
+print(f"2 1S E2 without compact functions = {E2_diffuse:.7f}, "
+      f"with them = {E2_num['2 1S']:.7f} hartree")
 for Z, atom in ((2, "He"), (3, "Li+")):
     print(f"{atom}: Z^2 E0 = {Z**2 * E0:.6f}, "
```

The mended program passes:

```
1 hartree = 27.211386 eV;  E0 = -0.625 hartree
1s2s: J = 17/81 = 0.209877, K = 16/729 = 0.021948 hartree
1s2p: J = 59/243 = 0.242798, K = 112/6561 = 0.017071 hartree
Coefficients (hartree): E1 closed, E1 numerical, E2 supplied, E2 computed, E3 computed
2 3S: 0.187929 0.187929 -0.047409 -0.047409 -0.00487
2 1S: 0.231824 0.231824 -0.114510 -0.114510 0.00933
2 3P: 0.225728 0.225728 -0.072999 -0.072999 -0.01659
2 1P: 0.259869 0.259869 -0.157028 -0.157029 0.02611
2 1S E2 without compact functions = -0.1145032, with them = -0.1145100 hartree
He: Z^2 E0 = -2.500000, one-electron ion = -2.000000 hartree
  state: Z E1, two-term, three-term, reference (hartree)
  2 3S: 0.375857 -2.124143 -2.171552 -2.175229
  2 1S: 0.463649 -2.036351 -2.150861 -2.145974
  2 3P: 0.451456 -2.048544 -2.121543 -2.133164
  2 1P: 0.519738 -1.980262 -2.137290 -2.123843
  state: three-term minus reference (hartree, eV, % of outer binding), E3/Z (hartree)
  2 3S: +0.003678 +0.1001 +2.10 -0.00244
  2 1S: -0.004887 -0.1330 -3.35 +0.00466
  2 3P: +0.011621 +0.3162 +8.73 -0.00829
  2 1P: -0.013447 -0.3659 -10.86 +0.01305
  S singlet minus triplet (hartree): three-term +0.020690, reference +0.029255
  P singlet minus triplet (hartree): three-term -0.015747, reference +0.009321
Li+: Z^2 E0 = -5.625000, one-electron ion = -4.500000 hartree
  state: Z E1, two-term, three-term, reference (hartree)
  2 3S: 0.563786 -5.061214 -5.108623 -5.110727
  2 1S: 0.695473 -4.929527 -5.044037 -5.040877
  2 3P: 0.677183 -4.947817 -5.020816 -5.027716
  2 1P: 0.779607 -4.845393 -5.002421 -4.993351
  state: three-term minus reference (hartree, eV, % of outer binding), E3/Z (hartree)
  2 3S: +0.002104 +0.0573 +0.34 -0.00162
  2 1S: -0.003160 -0.0860 -0.58 +0.00311
  2 3P: +0.006900 +0.1878 +1.31 -0.00553
  2 1P: -0.009070 -0.2468 -1.84 +0.00870
  S singlet minus triplet (hartree): three-term +0.064586, reference +0.069851
  P singlet minus triplet (hartree): three-term +0.018394, reference +0.034365
Three-term 2P levels cross at Z = 2.461
Largest change on basis enlargement = 2.0e-07 hartree
Largest departure of virial ratio -V/T from 2 = 6.6e-08
ALL CHECKS PASSED
```
